# What Sub-Poissonian Click Numbers Say About Light on a Detector Array

**Q:** I want to certify a nonclassical source with a silicon photonic chip. A tree of splitters shares each pulse equally among eight superconducting nanowire pixels, and each pixel reports click or no click. I count the clicks $K$ in every pulse. If the variance $V$ of $K$ is below its mean $m$, the light is sub-Poissonian, and no classical light can do that. Is anything missing?

**A:** Where does your last sentence come from? Derive it for a detector that counts every photon it absorbs.

**Q:** A coherent state $|\alpha\rangle$ has Poissonian photon number with mean $\mu=|\alpha|^2$. If each photon is registered with probability $\eta$, the probability of $j$ counts is

$$
\sum_{n\ge j}e^{-\mu}\frac{\mu^n}{n!}\binom nj\eta^j(1-\eta)^{n-j}
=e^{-\mu}\frac{(\eta\mu)^j}{j!}\,e^{(1-\eta)\mu}
=e^{-\eta\mu}\frac{(\eta\mu)^j}{j!}.
$$

This is again Poissonian, with mean $W=\eta|\alpha|^2$. Classical light is a mixture of coherent states with nonnegative weights, so $W$ may fluctuate from pulse to pulse. The total variance is the average of the variance at fixed $W$ plus the variance of the conditional mean:

$$
V_{\rm count}=\langle W\rangle+\mathrm{Var}(W)\ \ge\ \langle W\rangle .
$$

Classical counts therefore cannot have a variance below their mean.

**A:** That proof is sound, and it uses a conditional distribution that is Poissonian. Now send an attenuated laser onto your chip, with $\mu=6$ photons per pulse and $\eta=0.7$ including all losses. What is the distribution of $K$?

**Q:** A splitter turns a coherent state into a product of coherent states, so each of the $N=8$ pixels receives an independent one with mean photon number $\mu/N$. The $j=0$ case above gives the probability that a pixel stays silent,

$$
q=e^{-x},\qquad x=\frac{\eta\mu}{N},\qquad p=1-q ,
$$

if I neglect dark clicks. With a dark-click probability $d$ per pixel, silence needs both causes to be absent, so $q=(1-d)e^{-x}$. If the pixels also act independently, $K$ is the number of successes in $N$ equal independent trials. It is binomial:

$$
m=Np,\qquad V=Npq,\qquad F\equiv\frac Vm=1-p .
$$

For the numbers you gave, $x=0.7\times6/8=0.525$ and $p=1-e^{-0.525}=0.408$. Then $m=3.27$ and $V=8\times0.408\times0.592=1.93$, so $F-1=-0.408$. My criterion declares the laser nonclassical.

**A:** And it does so with great confidence. Let us find the statistical error of $F$ after $R$ pulses. Write $y=K-m$. For large $R$ the estimated mean changes by the run average of $y$, and the estimated variance by the run average of $y^2-V$. Expanding $F=V/m$ to first order and using $V/m=q$,

$$
R\,\mathrm{Var}(F)=\frac{\langle(y^2-V-qy)^2\rangle}{m^2}
=\frac{\mu_4-V^2-2q\mu_3+q^2V}{m^2},
$$

where $\mu_3$ and $\mu_4$ are the third and fourth central moments of $K$. One pixel has third central moment $pq^3-qp^3=pq(q-p)$ and fourth $pq^4+qp^4=pq(1-3pq)$. Adding $N$ independent pixels gives

$$
\mu_3=V(q-p),\qquad
\mu_4=Npq(1-3pq)+3N(N-1)p^2q^2=3V^2+V(1-6pq).
$$

The numerator becomes $2V^2+V[1-6pq-2q(q-p)+q^2]$. The bracket is $1-4pq-q^2=(1-q)(1-3q)=p(1-3q)$, so

$$
R\,\mathrm{Var}(F)=2q^2+\frac{q(1-3q)}N .
$$

One million pulses, one second at 1 MHz, give a standard error of $8.0\times10^{-4}$. The laser misses $F=1$ by about 510 standard errors. More data will not rescue the criterion, because the deficit is a property of the expected distribution.

**Q:** So does the splitter reduce the photon-number noise?

**A:** No. Replace each pixel by one that counts its absorbed photons. The outputs are independent Poisson variables, so their sum is Poissonian, with mean and variance both $\eta\mu=4.2$. The light, the splitting and the losses are unchanged, yet $F=1$. What differs is saturation: several photons absorbed by one pixel make one click. Pulses with many photons lose more counts than pulses with few, and the spread of $K$ shrinks.

The number of pixels shows the same thing. At fixed $\mu$ and $\eta$, the deficit $F-1=-(1-e^{-\eta\mu/N})$ is $-0.408$ for 8 pixels, $-0.064$ for 64 and $-0.0082$ for 512. For large $N$ it tends to $-\eta\mu/N$, and the photon-counting limit returns.

A Poisson distribution is also the wrong reference on general grounds. With mean 3.27 it would give more than eight clicks in 0.65% of pulses, which eight pixels cannot do.

**Q:** Then I should compare with the binomial distribution. But is that a bound for all classical light, or just the answer for a stable laser?

**A:** It is a bound, provided that the pixels are equal and independent and the splitting is equal in every pulse. Repeat your mixing argument with a click probability $p$ that fluctuates with the light. At fixed $p$ the mean is $Np$ and the variance $Np(1-p)$. With $\bar p=\langle p\rangle=m/N$,

$$
V=N\langle p(1-p)\rangle+N^2\mathrm{Var}(p).
$$

Since $\langle p^2\rangle=\bar p^2+\mathrm{Var}(p)$, the first term is $N\bar p(1-\bar p)-N\,\mathrm{Var}(p)$. Hence

$$
V=N\bar p(1-\bar p)+N(N-1)\mathrm{Var}(p).
$$

Divide by $N\bar p(1-\bar p)=m(N-m)/N$ and subtract one:

$$
Q_B\equiv\frac{NV}{m(N-m)}-1=\frac{(N-1)\mathrm{Var}(p)}{\bar p(1-\bar p)}\ \ge\ 0 .
$$

In terms of your ratio, classical light obeys $F-1\ge-m/N$. The threshold has moved down by the mean fraction of pixels that click. The stable laser sits on the bound, with $Q_B=0$. The proof never used the form $p=1-e^{-x}$, so a pixel that responds more strongly to two photons than to two separate chances leaves the bound intact, as long as all pixels respond alike.

**Q:** At least noisy classical light should stay above the Poisson line. Thermal light is bunched.

**A:** Its brightness decides. In single-mode thermal light the intensity is exponentially distributed, so $X=\eta|\alpha|^2/N$ is exponential with mean $x$. Let $q_1$ be the probability that one chosen pixel is silent, and $q_2$ that two chosen pixels are both silent:

$$
q_1=\langle e^{-X}\rangle=\frac1{1+x},\qquad q_2=\langle e^{-2X}\rangle=\frac1{1+2x}.
$$

Because $p=1-e^{-X}$,

$$
\mathrm{Var}(p)=q_2-q_1^2=\frac{(1+x)^2-(1+2x)}{(1+2x)(1+x)^2}=\frac{x^2}{(1+2x)(1+x)^2},
\qquad \bar p=\frac x{1+x}.
$$

The expression for $V$ gives $V-m=N(N-1)\mathrm{Var}(p)-N\bar p^2$. This is negative when $(N-1)/(1+2x)<1$, that is, when

$$
x>\frac{N-2}2,\qquad\text{or}\qquad \mu>\frac{N(N-2)}{2\eta}.
$$

For your chip the threshold is $48/1.4=34.3$ photons. At $\mu=6$ thermal light gives $F-1=+0.83$. At $\mu=60$ it gives $F-1=-0.33$, although $Q_B=+3.2$ shows large excess fluctuations. Bunched light passes your nonclassicality criterion once it is bright enough to saturate the array.

**Q:** Does the corrected criterion still detect anything? Perhaps saturation hides the quantum states as well.

**A:** Express $Q_B$ without assuming a classical mixture. The number of silent pixels $Z=N-K$ has the same variance as $K$. For equal pixels, counting silent pixels and ordered pairs of them gives $\langle Z\rangle=Nq_1$ and $\langle Z(Z-1)\rangle=N(N-1)q_2$. Therefore

$$
V=N(N-1)q_2+Nq_1-N^2q_1^2
=N(N-1)(q_2-q_1^2)+Nq_1(1-q_1),
$$

$$
Q_B=\frac{(N-1)(q_2-q_1^2)}{q_1(1-q_1)} .
$$

The sign tells whether silence on one pixel makes silence on another more or less likely. Now take a state with exactly $n$ photons. Its output photon numbers are distributed as if each photon chose a pixel at random, so a photon avoids registration on $j$ chosen pixels with probability $1-j\eta/N$:

$$
q_j=\left(1-\frac{j\eta}N\right)^n .
$$

Since $(1-\eta/N)^2=1-2\eta/N+\eta^2/N^2$ exceeds $1-2\eta/N$, we have $q_1^2>q_2$ and $Q_B<0$ for every $n\ge1$. A photon registered on one pixel is no longer available to another.

For $n=6$ on your chip, $q_1=0.9125^6=0.577$ and $q_2=0.825^6=0.315$. This gives $Q_B=-0.515$. For one photon, $m=\eta=0.7$ and $V=\eta(1-\eta)=0.21$, so $F-1=-0.70$, far below the classical limit $-m/N=-0.0875$. The sign survives at every $n$, but the size shrinks once nearly all pixels click, because $q_1\to0$: $Q_B$ is $-0.23$ at $n=20$, $-0.012$ at $n=60$ and $-0.0024$ at $n=80$. Saturation does hide bright number states in practice.

**Q:** And if I find $Q_B\ge0$, is the source classical?

**A:** That does not follow. Squeezed vacuum contains even photon numbers with probabilities

$$
P_{2k}=\sqrt{1-t}\,\binom{2k}k\left(\frac t4\right)^k,\qquad t=\frac\mu{1+\mu}.
$$

Set $s=j\eta/N$. Each photon misses the $j$ chosen pixels with probability $1-s$. With the series $\sum_k\binom{2k}k z^k=(1-4z)^{-1/2}$,

$$
q_j=\sqrt{\frac{1-t}{1-t(1-s)^2}}=\frac1{\sqrt{1+\mu(2s-s^2)}} .
$$

At $\mu=6$ this gives $q_1=0.706$, $q_2=0.586$ and $Q_B=+2.9$. Yet the state is nonclassical, because one of its field quadratures is quieter than vacuum, and a mixture of coherent states cannot achieve that. Its large photon-number fluctuations dominate the clicks. With equal, independent pixels and equal splitting, a negative $Q_B$ is sufficient to show that light is nonclassical, but it is not necessary.

The cases compare as follows, all with $N=8$ and $\eta=0.7$:

| Light | $m$ | $V$ | $F-1$ | $Q_B$ |
|---|---|---|---|---|
| Coherent, $\mu=6$ | 3.27 | 1.93 | −0.41 | 0 |
| Thermal, $\mu=6$ | 2.75 | 5.04 | +0.83 | +1.79 |
| Thermal, $\mu=60$ | 6.72 | 4.51 | −0.33 | +3.20 |
| Number state, $n=6$ | 3.38 | 0.95 | −0.72 | −0.52 |
| Squeezed vacuum, $\mu=6$ | 2.35 | 6.51 | +1.77 | +2.92 |

The sign of $F-1$ groups the laser and bright thermal light with the number state. The sign of $Q_B$ separates them.

**Q:** My splitters will not be perfect. Suppose each one divides 52 to 48 instead of 50 to 50. Surely that cannot make a laser look nonclassical.

**A:** It can. For coherent light the pixels remain independent, but their click probabilities $p_i$ differ. Let $\bar p$ and $\mathrm{Var}_i(p_i)$ now be the mean and variance over the pixels. Then

$$
V=\sum_i p_i(1-p_i)=N\bar p(1-\bar p)-N\,\mathrm{Var}_i(p_i),
\qquad
Q_B=-\frac{\mathrm{Var}_i(p_i)}{\bar p(1-\bar p)} .
$$

Three stages of your splitter give shares $w_i$ between $0.48^3=0.111$ and $0.52^3=0.141$. With $p_i=1-e^{-\eta\mu w_i}$, the click probabilities run from 0.372 to 0.446, and $Q_B=-0.0019$.

To judge that number we need the error of $Q_B$. For a balanced array and coherent light, $D=m(N-m)/N$ equals $V$, and $dD/dm=1-2p=q-p$. The same first-order expansion gives

$$
R\,\mathrm{Var}(Q_B)=\frac{\mu_4-V^2-2(q-p)\mu_3+(q-p)^2V}{V^2}
=2+\frac{1-6pq-(q-p)^2}{V}=2-\frac2N ,
$$

where the last step uses $(q-p)^2=1-4pq$ and $V=Npq$. After one million pulses the error is 0.0013, so the imbalance is hidden. The small imbalance hardly changes this error, and the bias reaches five standard errors at

$$
R=\frac{25\,(2-2/N)}{Q_B^2}\approx1.2\times10^7 ,
$$

or 12 seconds at 1 MHz. After that, the binomial criterion itself accuses the laser.

**Q:** Can I correct for it without rebuilding the chip?

**A:** Record the click rate $P_i$ of each channel, and use

$$
Q_{PB}=\frac{V}{\sum_iP_i(1-P_i)}-1 .
$$

For a stable laser this vanishes whatever the shares. Suppose next that the light is classical and its common intensity $W$ fluctuates while the shares stay fixed. At given $W$ the pixels are independent, so correlations between them come from $W$ alone:

$$
V=\sum_iP_i(1-P_i)+\sum_{i\ne j}\mathrm{Cov}\big(p_i(W),p_j(W)\big).
$$

Let $W'$ be an independent copy of $W$. Then

$$
2\,\mathrm{Cov}(p_i,p_j)=\big\langle[p_i(W)-p_i(W')][p_j(W)-p_j(W')]\big\rangle\ge0 ,
$$

because all click probabilities rise with intensity and the two brackets never have opposite signs. Thus $Q_{PB}\ge0$. The six-photon state still gives $-0.515$ on the unbalanced chip.

The condition on the shares matters. Let every splitter send its larger share to the same side, and let this pattern and its mirror image occur at random, each in half of the pulses. Mirroring relabels the pixels, so the distribution of $K$ does not change, but the averaged channel rates become nearly equal. They no longer reveal the imbalance, and a laser gives $Q_{PB}=-0.0019$. Classical light whose splitting fluctuates can violate this bound too.

**Q:** How close is all this to a real chip, and which imperfection should I worry about first?

**A:** The inputs are illustrative round values for an attenuated 1550 nm laser and waveguide-integrated nanowires, not data from a particular device. A photon carries 0.80 eV, so six make a pulse of 0.77 aJ, or 0.77 pW on average at 1 MHz. A dark rate of 100 per second in a 5 ns gate gives $d=5\times10^{-7}$, which is negligible here. If the bias current returns exponentially with a time constant of 50 ns, its deficit after 1 µs is $e^{-20}\approx2\times10^{-9}$ of the initial deficit, which is negligible too.

That leaves the assumptions of equal pixels, equal splitting and independence to check. We have sized unequal splitting for pixels of equal efficiency. Unequal efficiencies $\eta_i$ act in the same way, through $p_i=1-e^{-\eta_i\mu w_i}$, and on a real chip they may be the larger effect: a relative spread of 10% rms, uncorrelated with the shares, moves the laser from $Q_B=-0.0019$ to about $-0.006$. $Q_{PB}$ allows for both. For independence, let the pixels lie in a row, and let a click fire each silent neighbour with probability $c$. To first order, a click on $i$ adds $c\,s_i(1-s_j)$ to the click probability of $j$, where $s_i$ is 1 for an original click and 0 otherwise. Its covariance with $s_i$ is $cq\cdot pq$. There are two directions for each of $N-1$ neighbouring pairs, and each pair covariance enters $V$ twice, so

$$
Q_B\approx\frac{4(N-1)c\,pq^2}{Npq}=\frac{4(N-1)}N\,cq .
$$

For an assumed $c=10^{-3}$ this is $+0.0021$. Laser energy noise of relative size $\sigma$ also acts upward. From $dp=xq\,\sigma$ one finds $Q_B\approx(N-1)x^2q\sigma^2/p$, which is $+0.0003$ at 1% rms. The upward sign of crosstalk belongs to the coupling we assumed. If a click instead silences a clicking neighbour with probability $c$, the added term is $-c\,s_is_j$, its covariance with $s_i$ is $-cp\cdot pq$, and $Q_B\approx-4(N-1)cp/N=-0.0014$. A laser then violates the bound, and $Q_{PB}$ does not remove this.

Imbalance and crosstalk are thus comparable here, and opposite in sign when a click fires its neighbours. A laser that gives $Q_B$ near zero may owe this to a cancellation, so it does not certify the chip. Measure the channel rates and the pair correlations separately. For these parameters, and with equal pixel efficiencies, the device effects are a few thousandths, while a six-photon state would give about $-0.5$. A signal of that size would stand clear of them; one of $-0.002$ would not, however small its statistical error.

All numerical values are calculated from the stated model.
